# Positive Hopkins matrices and the coherent decomposition of partially coherent images

An extended incoherent source forms a partially coherent image of a thin periodic mask. That image can be written as

$$
I(\mathbf x)=\sum_k\lambda_k\left|\sum_m\phi_k(m)M_m e^{2\pi i\boldsymbol\nu_m\cdot\mathbf x}\right|^2,\qquad \lambda_k\ge 0 .
$$

Here $M_m$ is the amplitude of the mask's diffraction order with spatial frequency $\boldsymbol\nu_m$. The numbers $\lambda_k$ and the orthonormal vectors $\phi_k$ are the eigenvalues and eigenvectors of the matrix of Hopkins transmission cross coefficients,

$$
T_{mn}=\int J(\mathbf s)\,P(\mathbf s+\mathbf f_m)\,P^*(\mathbf s+\mathbf f_n)\,d^2s .
$$

This matrix is Hermitian and positive semidefinite. It depends on the source, the lens and the positions of the orders, but not on their amplitudes. Each term of the sum is the image that a coherent system with pupil values $\sqrt{\lambda_k}\,\phi_k(m)$ would form of the same mask.

The symbols carry the assumptions. Pupil coordinates are measured in units of $\mathrm{NA}/\lambda$, where $\lambda$ without an index is the wavelength, so that $\mathbf f_m=\lambda\boldsymbol\nu_m/\mathrm{NA}$ is dimensionless and the pupil edge lies at radius 1. Lengths are referred to the wafer. The source intensity $J(\mathbf s)$ is non-negative, has bounded support and satisfies $\int J\,d^2s=1$. The pupil function $P$ is bounded and vanishes outside the unit disc. The field is scalar and varies in time as $e^{-i\omega t}$. The mask is thin: it multiplies the incident field by a transmission $t(\mathbf x)=\sum_m M_m e^{2\pi i\boldsymbol\nu_m\cdot\mathbf x}$ that does not depend on the direction of illumination.

A source point $\mathbf s$ illuminates the mask with a plane wave $e^{2\pi i(\mathrm{NA}/\lambda)\mathbf s\cdot\mathbf x}$. Multiplication by $t$ moves order $m$ to the pupil position $\mathbf s+\mathbf f_m$, where the lens multiplies it by $P(\mathbf s+\mathbf f_m)$. The image field is therefore $e^{2\pi i(\mathrm{NA}/\lambda)\mathbf s\cdot\mathbf x}E_{\mathbf s}(\mathbf x)$, with

$$
E_{\mathbf s}(\mathbf x)=\sum_m P(\mathbf s+\mathbf f_m)\,v_m(\mathbf x),\qquad v_m(\mathbf x)=M_m e^{2\pi i\boldsymbol\nu_m\cdot\mathbf x}.
$$

The prefactor is common to all orders and has modulus one. The sum is finite, because an order can enter the pupil only if $|\mathbf f_m|\le 1+\sigma$, where $\sigma$ is the largest source radius.

Different source points emit with random relative phases. If $c(\mathbf s)$ is the emitted amplitude, then $\langle c(\mathbf s)c^*(\mathbf s')\rangle=J(\mathbf s)\,\delta(\mathbf s-\mathbf s')$ for an exposure much longer than the coherence time. In the mean square of the total field, the delta function removes every product of different source points, and for equal points the prefactor cancels against its conjugate:

$$
I(\mathbf x)=\int J(\mathbf s)\,|E_{\mathbf s}(\mathbf x)|^2\,d^2s .
$$

This is already a non-negative sum of coherent images, one for each source point. The eigenvalue form replaces this continuum by a finite set. Writing the squared modulus as a double sum gives

$$
|E_{\mathbf s}|^2=\sum_{m,n}P(\mathbf s+\mathbf f_m)P^*(\mathbf s+\mathbf f_n)\,v_mv_n^* .
$$

The factors $v_m$ do not depend on $\mathbf s$. They can be taken out of the source integral, which leaves

$$
I(\mathbf x)=\sum_{m,n}T_{mn}\,v_m(\mathbf x)\,v_n^*(\mathbf x).
$$

The thin-mask assumption is essential here: if $M_m$ varied with $\mathbf s$, it could not be taken out.

Since $J$ is real, conjugating $T_{mn}$ exchanges the two pupil factors, so $T_{mn}^*=T_{nm}$ and the matrix is Hermitian. For any complex numbers $a_m$,

$$
\sum_{m,n}a_mT_{mn}a_n^*
=\int J(\mathbf s)\left|\sum_m a_mP(\mathbf s+\mathbf f_m)\right|^2d^2s\ge 0 ,
$$

because the integrand is a product of non-negative factors. With $a_m=b_m^*$ this is the usual condition $b^\dagger Tb\ge0$.

A Hermitian matrix has a complete orthonormal set of eigenvectors, $\sum_nT_{mn}\phi_k(n)=\lambda_k\phi_k(m)$. Multiplying by $\phi_k^*(m)$ and summing over $m$ gives $\lambda_k=\phi_k^\dagger T\phi_k\ge0$. Completeness then gives

$$
T_{mn}=\sum_k\lambda_k\,\phi_k(m)\,\phi_k^*(n).
$$

Inserted into the double sum for the image, this yields

$$
I=\sum_k\lambda_k\left(\sum_m\phi_k(m)v_m\right)\left(\sum_n\phi_k(n)v_n\right)^*
=\sum_k\lambda_k\left|\sum_m\phi_k(m)v_m\right|^2 ,
$$

which is the stated result.

The converse also holds. At $\mathbf x=0$ the image is $\sum T_{mn}M_mM_n^*$. If it is non-negative for every choice of amplitudes, then $T$ is positive semidefinite by definition. Restricting the choice to passive masks, $|t|\le1$, changes nothing: dividing all $M_m$ by $\sum_m|M_m|$ makes the mask passive and leaves the sign of the intensity unchanged.

A source description with a negative weight shows how the result fails. Let orders lie along one axis at spacing $0.4289$, with weight $1.2$ at $\mathbf s=0$ and $-0.2$ at $\mathbf s=(0.65,0)$. Order $-3$ reaches the pupil positions $-1.287$ and $-0.637$ respectively, so only the negative source point transmits it. A mask containing just this order with unit amplitude has the image $I=-0.2$ everywhere. With the 100 nm defocus used below, the worst mask vector of unit length gives $-0.535$ at $x=0$. Keeping the weights non-negative when they are fitted to a measured source rules out such failures.

The number of coherent images follows from a factorization. Put $A_m(\mathbf s)=\sqrt{J(\mathbf s)}\,P(\mathbf s+\mathbf f_m)$. Then $T=AA^\dagger$, where the product includes an integral over the source. If $AA^\dagger\phi=\lambda_k\phi$ with $\lambda_k>0$ and $\phi$ normalized, then $\|A^\dagger\phi\|^2=\phi^\dagger AA^\dagger\phi=\lambda_k$, so $A^\dagger\phi$ is not zero. Applying $A^\dagger$ to the eigenvalue equation gives

$$
A^\dagger A\,(A^\dagger\phi)=\lambda_k\,(A^\dagger\phi).
$$

The source-space operator $A^\dagger A$ thus has the same eigenvalue, and the same argument with $A$ and $A^\dagger$ exchanged runs in the other direction. The number of non-zero terms is at most the smaller of the number of orders and the number of source points.

If the eigenvalues are arranged in decreasing order and $K$ terms are kept, the omitted intensity is

$$
0\le I-I_K=\sum_{k>K}\lambda_k\left|\sum_m\phi_k(m)v_m\right|^2
\le\lambda_{K+1}\sum_k\left|\sum_m\phi_k(m)v_m\right|^2 .
$$

The last sum is the squared length of $v$ in an orthonormal basis. Since $|v_m|=|M_m|$, it is the same at every point:

$$
0\le I(\mathbf x)-I_K(\mathbf x)\le\lambda_{K+1}\sum_m|M_m|^2 .
$$

A mask with $M_m\propto\phi_{K+1}^*(m)$ reaches the bound at $\mathbf x=0$, so no smaller constant serves all masks.

Two limits show what the eigenvalues measure. If the source shrinks to one point $\mathbf s_0$, then $T_{mn}=P(\mathbf s_0+\mathbf f_m)P^*(\mathbf s_0+\mathbf f_n)$. This matrix has one non-zero eigenvalue, $\sum_m|P(\mathbf s_0+\mathbf f_m)|^2$, and the image is coherent. In the opposite limit a uniform source is so large that the shifted pupils of all relevant orders lie inside it. Calling its constant intensity $J_0$ and substituting $\mathbf u=\mathbf s+\mathbf f_m$ gives

$$
T_{mn}=J_0\int P(\mathbf u)\,P^*(\mathbf u+\mathbf f_n-\mathbf f_m)\,d^2u .
$$

The coefficient now depends only on the difference of the two orders. The image component at a given difference frequency is therefore this common factor times the sum of all products $M_mM_n^*$ with that difference, which is the corresponding Fourier component of $|t|^2$. The phase of the mask transmission no longer matters, to the extent that the orders whose pupils are not contained in the source are negligible. A mask with sharp edges has orders at arbitrarily high frequency, so the limit is only approached: with the period and lens used below, in focus, a grating of equal lines with $t=\pm1$ under a uniform disc source of radius 3 still dips to 0.88 of the open-mask intensity instead of staying at 1. This is incoherent imaging, and it generally needs many coherent terms.

A mask of finite extent has a continuous spectrum $M(\mathbf f)$, and sums over orders become integrals. The kernel $A(\mathbf f,\mathbf s)=\sqrt{J(\mathbf s)}P(\mathbf s+\mathbf f)$ satisfies

$$
\iint|A|^2\,d^2s\,d^2f=\int J(\mathbf s)\left[\int|P(\mathbf s+\mathbf f)|^2d^2f\right]d^2s=\int|P(\mathbf u)|^2d^2u ,
$$

since shifting the integration variable does not change the inner integral and $J$ integrates to one. The right side is finite, so $A$ is a Hilbert–Schmidt operator and $AA^\dagger$ is a positive operator of finite trace. Its eigenvalues are discrete apart from a possible accumulation at zero, and their sum is $\int|P|^2d^2u$, which is $\pi$ for a clear pupil whatever the shape of the source. The expansion then holds for every mask whose spectrum is square integrable. A periodic mask has infinite total energy and is treated by the matrix.

For a worked case, take wavelength 193 nm, $\mathrm{NA}=0.75$ in air and a uniform annular source between radii 0.5 and 0.8. The mask varies along $x$ with period $p=600$ nm. Its open slits run from $-190$ to $-70$ nm and from $30$ to $210$ nm, leaving a dark line 100 nm wide between them. The image plane lies $z=100$ nm from focus, which gives the pupil function

$$
P(\mathbf u)=\exp\!\left[\frac{2\pi i z}{\lambda}\sqrt{1-\mathrm{NA}^2u^2}\right],\qquad u\le1 .
$$

The sign follows from a wave travelling towards positive $z$ with time factor $e^{-i\omega t}$. The order spacing is $193/(600\times0.75)=0.4289$. Orders up to $|m|=(1+0.8)/0.4289=4.2$ can enter the pupil, so there are nine, from $-4$ to $4$.

Integrating $e^{-2\pi imx/p}$ over slits of width $w_j$ and centre $x_j$ gives

$$
M_m=\sum_j\frac{\sin(\pi mw_j/p)}{\pi m}\,e^{-2\pi imx_j/p},\qquad M_0=\frac{120+180}{600}=0.5 .
$$

For $m=1$ the two slits contribute moduli 0.187 and 0.258 with phases $+78^\circ$ and $-72^\circ$. They nearly oppose each other, and the sum is $M_1=0.118-0.062i$.

The diagonal element $T_{mm}$ is the fraction of the source from which order $m$ passes the lens. It falls from 1 for $m=0$ through 0.766, 0.452 and 0.275 to 0.025 for $|m|=4$. Defocus leaves these values unchanged, because the phase of $P$ cancels on the diagonal. Off the diagonal it does not cancel. In focus $T_{01}$ would equal $T_{11}=0.766$, because the whole source passes order 0. At 100 nm defocus it is $0.717+0.033i$: the relative phase of the two orders varies over the source, and the average loses modulus.

The eigenvalues are 2.627, 0.881, 0.237, 0.124, 0.052, 0.050, 0.027, 0.021 and 0.016. Their sum, 4.036, agrees with the trace $1+2(0.766+0.452+0.275+0.025)$. The first carries 65% of the trace and the first two carry 87%. Each matrix element was integrated over its own overlap region, so positivity was not built into the numerical matrix. Doubling the number of outer integration nodes from 400 to 800 changed the matrix by $1\times10^{-5}$ in norm, far less than the smallest eigenvalue.

The source and the pupil are both symmetric under inversion. Replacing $\mathbf s$ by $-\mathbf s$ in the integral shows that $T_{-m,-n}=T_{mn}$, so an eigenvector with a non-degenerate eigenvalue is either even or odd in $m$. The first four are even, odd, even and odd. An odd kernel gives no light at a point about which the mask is symmetric, since there $v_m=v_{-m}$ and its terms cancel in pairs.

At the centre of the dark line, $x=-20$ nm, the first four coherent images contribute

$$
0.1365+0.0007+0.0225+0.0029=0.1626
$$

of the open-mask intensity, and the total is 0.1691. At the centres of the narrow and wide slits the totals are 0.511 and 0.735. The first image supplies 93% and 98% of these, but only 81% in the dark line. The second image is small at all three points. It is not negligible elsewhere: adding it reduces the largest omission along $x$ from 0.092 to 0.032. At the point of the former maximum it must therefore supply at least $0.0915-0.0323=0.0592$.

The orders used have $\sum_m|M_m|^2=0.459$. With four terms the bound is $0.0523\times0.459=0.024$, while the largest actual omission is 0.011. For this mask six terms bring the omission below 1% of the open-mask intensity; the bound guarantees that level from seven terms on. A small error on this scale can still be large locally. With two terms the dark line lacks $0.1691-0.1365-0.0007=0.032$, which is 19% of its own intensity.

The full nine-term image was tested against a direct sum over 36,000 source points. The largest difference was $2\times10^{-4}$ of the open-mask intensity, within the allowed $2\times10^{-3}$ for a source grid cut by the pupil edges. Incoherent addition was tested separately with 6000 sets of random phases on 320 source points. At the three positions above, the mean intensity differed from the incoherent sum by at most 1.3 standard errors.

These parameters are roughly those of a dry ArF scanner with a relaxed period. The dark line has a width of $100\times0.75/193=0.39$ in units of $\lambda/\mathrm{NA}$. Real exposure departs from the model in several ways, sized here one at a time with the other settings held fixed, as the largest change of the image in percent of the open-mask intensity. For the inputs chosen here the largest is depth in the resist, when it adds to the defocus already present. At 150 nm below the surface, with a rough index of 1.7, the paraxial defocus grows by $150/1.7=88$ nm. Adding this length to $z$ in $P$ changes the image by 6.5%; the exact propagation phase in the resist gives 5.6%. If the surface lies 100 nm on the other side of focus, the same depth brings the image closer to focus and the paraxial estimate of the change is only 2.8%. Unpolarized vector fields change it by 4.1% in air and 1.4% at the smaller angles inside the resist, with Fresnel transmission left out. Geometric shadowing by an absorber 70 nm thick gives 0.8%, acid diffusion with a standard deviation of 10 nm gives 0.8%, and the radiometric variation of amplitude across the pupil gives 0.7% once the image is renormalized to the new open-mask intensity, which this factor raises by 15%. A flare fraction of 1% gives 0.45%. A laser bandwidth of 0.2 pm, taken as the full width at half maximum of a Gaussian spectrum, with a focus shift of 200 nm/pm gives 0.07%. The input values are rough, and the ranking depends on them: the blur effect grows to 3% at a standard deviation of 20 nm and to 6.3% at 30 nm, where it matches the effect of depth. Electromagnetic scattering at the absorber edges, and standing waves and absorption in the resist, are not included in these figures.

Most of these effects change the matrix without destroying its positivity. A radiometric factor or a different focus only changes $P$. Vector imaging adds the matrices of the field components and source polarizations, and a finite bandwidth averages matrices over wavelength; sums of positive semidefinite matrices with non-negative weights remain positive semidefinite. Linear Gaussian blur of standard deviation $b$ averages images shifted by $q$, and hence the phase factors $e^{-2\pi i(m-n)q/p}$, so that

$$
T_{mn}\longrightarrow T_{mn}\,e^{-2\pi^2b^2(m-n)^2/p^2}.
$$

Each shifted image belongs to a positive semidefinite matrix, and so does their average.

Mask shadowing is different. The order amplitudes become functions $M_m(\mathbf s)$, and the image is

$$
I(\mathbf x)=\int J(\mathbf s)\left|\sum_mP(\mathbf s+\mathbf f_m)M_m(\mathbf s)e^{2\pi i\boldsymbol\nu_m\cdot\mathbf x}\right|^2d^2s .
$$

It is still a non-negative sum of coherent images, one per source point. The mask can no longer be separated from the source integral, however, so the derivation does not supply one set of kernels that serves every mask. For the present example the geometric estimate of 0.8% is the image change caused by replacing $M_m(\mathbf s)$ with its value at normal incidence. The remaining computed values are listed in the numerical output.

## Computed results

```
wavelength 193 nm; NA 0.75; period 600 nm
annulus 0.5 to 0.8; defocus 100 nm
slit edges (nm): [(-190.0, -70.0), (30.0, 210.0)]
order spacing 0.4289 pupil radii; orders used 9
m, mask amplitude M_m, diagonal T_mm (dimensionless):
  0  +0.50000+0.00000i  1.00000
  1  +0.11848-0.06190i  0.76578
  2  -0.26074-0.02740i  0.45234
  3  -0.08584-0.06237i  0.27510
  4  +0.01684-0.07925i  0.02499
T_01 = +0.71667+0.03291i (dimensionless)
matrix quadrature change 9.64e-06 (dimensionless)
eigenvalues (dimensionless):
  2.62735 0.88066 0.23708 0.12441 0.05226 0.05016 0.02716 0.02088 0.01645
parity of first four kernels: [ 1. -1.  1. -1.]
sum of eigenvalues 4.03641 (dimensionless)
x (nm), total I, first four coherent contributions (open mask = 1):
  -130  0.51076  0.47744 0.00102 0.01872 0.00728
  -20  0.16909  0.13646 0.00074 0.02248 0.00292
  +120  0.73537  0.72115 0.00005 0.00266 0.00653
largest matrix/source image difference 2.11e-04
sum |M_m|^2 over used orders 0.45885 (dimensionless)
terms K, largest omitted intensity, bound (open mask = 1):
  1  0.091524  0.404089
  2  0.032301  0.108784
  3  0.016790  0.057087
  4  0.011428  0.023982
  5  0.010725  0.023017
  6  0.007599  0.012460
  7  0.002623  0.009581
  8  0.002458  0.007550
source-side eigenvalue difference 2.24e-03
random-phase deviation 1.29 standard errors
small-source eigenvalue ratio 4.90e-05
continuous trace 3.141593 (pupil units squared)
negative-source example intensity -0.53515 (unit vector)
largest image changes from neglected effects (% of open mask):
  vector field: air 4.11, resist 1.37
  radiometric apodization 0.70
  bandwidth 0.2 pm, 200 nm/pm: 0.070
  resist depth 150 nm, index 1.7: 6.50
  absorber shadow, 70 nm at mask: 0.82
  acid blur, sigma 10 nm: 0.81
  flare fraction 0.01: 0.45
```
